\section*{Second-Order g-Shifts and the Limits of Linearity in Spin–Orbit Coupling, part 2}

An unpaired electron in a molecule has a $g$ factor that differs from the free-electron value $g_e=2.0023$ and depends on the direction of the magnetic field $\mathbf B$. We ask how far the shift linear in spin--orbit coupling can be trusted.

We use Hartree atomic units. With orbital and spin angular momenta $\mathbf l$ and $\mathbf s$, the Zeeman energy is $\tfrac12\mathbf B\cdot(\mathbf l+g_e\mathbf s)$. The kinetic correction to the spin Zeeman term and the field-dependent part of the spin--orbit operator are omitted.

The spin--orbit operator is $\sum_bh_bs_b$. For an electron in a real, non-degenerate orbital $o$, with other orbitals $p$ and energies $\varepsilon_p$, the linear shift is
\begin{equation}
\boxed{\Delta g_{ab}=2\sum_{p\ne o}
\frac{\langle o|l_a|p\rangle\langle p|h_b|o\rangle}{\varepsilon_o-\varepsilon_p}.}
\label{shift}
\end{equation}
A Fock-space test confirmed it for three electrons in four orbitals. With several independent electrons, filled Kramers (time-reversed) pairs contribute nothing to $g$; only the half-filled pair counts.

The example is one electron in a $p$ shell, with $p_z$ at energy zero, $p_x,p_y$ at $\Delta>0$, and spin--orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$, $\zeta>0$. The coupling ratio is $x=\zeta/\Delta$; as a subscript, $x$ names an axis. Subscripts $\perp$ and $\parallel$ refer to fields perpendicular and parallel to $z$, and $\Delta g$ is measured from $g_e$. The sum gives
\begin{equation}
\Delta g_\perp=-\frac{2\zeta}{\Delta},\qquad \Delta g_\parallel=0
\quad\text{(linear formula)} .
\label{linear}
\end{equation}

Non-relativistic outer $p$ orbitals in a Thomas--Fermi potential with a $-1/r$ tail gave $\zeta=0.0061$ (B), $0.0765$ (Al), $1.94$ (Ga), $2.23$ (In) and $11.70$ (Tl) millihartree. Compared with two thirds of the measured fine-structure splitting, these are too small by factors of about 7.6, 4.5, 1.3, 3.0 and 2.0. The measured splitting of In is roughly $2200\ \mathrm{cm}^{-1}$.

Q: Your linear shift grows without limit as $\zeta$ increases. Can the model be solved without assuming that $\zeta$ is small?

A: Yes, because the six states separate into small blocks. Use orbital states $|m\rangle$ with $l_z=m$, and spins $\alpha$ (up) and $\beta$ (down). The state $m=0$ is $p_z$; the states $m=\pm1$ are combinations of $p_x$ and $p_y$ and lie at $\Delta$. Write
\begin{equation}
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+),
\end{equation}
with $l_+|0\rangle=\sqrt2|1\rangle$. Then $|0\alpha\rangle$ is coupled to $|1\beta\rangle$ with strength $\tfrac12\sqrt2\,\zeta=\zeta/\sqrt2$. The diagonal spin--orbit energy of $|1\beta\rangle$ is $-\zeta/2$. Neither state couples to any other, so their block is
\begin{equation}
H=\begin{pmatrix}0&\zeta/\sqrt2\\ \zeta/\sqrt2&\Delta-\zeta/2\end{pmatrix}.
\end{equation}
Time reversal gives an identical block for $|0\beta\rangle$ and $|{-1}\,\alpha\rangle$. The remaining states, $|1\alpha\rangle$ and $|{-1}\,\beta\rangle$, lie at $\Delta+\zeta/2$.

Q: Which mixture is the ground state?

A: Try $|+\rangle=\cos\theta|0\alpha\rangle-\sin\theta|1\beta\rangle$. Its energy is
\begin{align}
E(\theta)&=(\Delta-\zeta/2)\sin^2\theta-\sqrt2\,\zeta\sin\theta\cos\theta\\
&=\frac{\Delta}{2}\Bigl[1-\frac x2-\Bigl(1-\frac x2\Bigr)\cos2\theta-\sqrt2\,x\sin2\theta\Bigr].
\end{align}
The last two terms are minus the scalar product of $(1-x/2,\sqrt2x)$ with the unit vector $(\cos2\theta,\sin2\theta)$. The energy is lowest when the two vectors are parallel:
\begin{equation}
\cos2\theta=\frac{1-x/2}{R},\qquad \sin2\theta=\frac{\sqrt2\,x}{R},
\label{angle}
\end{equation}
where
\begin{equation}
R^2=\Bigl(1-\frac x2\Bigr)^2+2x^2=1-x+\frac94x^2 .
\end{equation}
Since $E(0)=0$, the minimum is not above zero, and it lies below $\Delta+\zeta/2$. It is therefore the ground level for every $\zeta>0$. Its partner is $|-\rangle=\cos\theta|0\beta\rangle-\sin\theta|{-1}\,\alpha\rangle$.

Q: How do you read $g$ from these states?

A: Match the matrix of $\tfrac12\mathbf B\cdot(\mathbf l+g_e\mathbf s)$ in the doublet to that of $\tfrac12\sum_aB_ag_aS_a$ for an effective spin one half. For a field along $z$, $S_z$ has diagonal element $+\tfrac12$ in $|+\rangle$, so
\begin{align}
g_\parallel&=2\langle+|l_z+g_es_z|+\rangle\\
&=2\sin^2\theta+g_e(\cos^2\theta-\sin^2\theta)\\
&=1-\cos2\theta+g_e\cos2\theta
=1+(g_e-1)\cos2\theta .
\label{gpar}
\end{align}
For a field along the $x$ axis, $S_x$ has off-diagonal element $\tfrac12$, hence $g_\perp=2\langle+|l_x+g_es_x|-\rangle$. The spin part connects $|0\alpha\rangle$ with $|0\beta\rangle$ and gives $\tfrac12\cos^2\theta$. It cannot connect $|1\beta\rangle$ with $|{-1}\,\alpha\rangle$, whose orbital parts differ. With $l_x=\tfrac12(l_++l_-)$ the orbital part has two equal terms:
\begin{align}
\langle+|l_x|-\rangle
&=-\cos\theta\sin\theta\bigl(\langle0|l_x|{-1}\rangle+\langle1|l_x|0\rangle\bigr)\\
&=-\cos\theta\sin\theta\Bigl(\frac1{\sqrt2}+\frac1{\sqrt2}\Bigr)
=-\frac{\sin2\theta}{\sqrt2}.
\end{align}
Therefore
\begin{equation}
g_\perp=g_e\cos^2\theta-\sqrt2\,\sin2\theta .
\label{gperp}
\end{equation}
These expressions are exact within the model for the Zeeman energy linear in the field. The numerical check tests them against diagonalization of all six states, and also against level splittings in a small finite field at $x=0.4$.

Q: Show me that they contain the linear formula, and show me what it leaves out.

A: Expand $1/R$ with $(1-y)^{-1/2}=1+y/2+3y^2/8+\cdots$ and $y=x-9x^2/4$:
\begin{equation}
\frac1R=1+\frac x2-\frac98x^2+\frac38x^2+\cdots=1+\frac x2-\frac34x^2+\cdots .
\end{equation}
Equation \eqref{angle} then gives
\begin{align}
\cos2\theta&=\Bigl(1-\frac x2\Bigr)\Bigl(1+\frac x2-\frac34x^2\Bigr)+\cdots=1-x^2+\cdots,\\
\sin2\theta&=\sqrt2\Bigl(x+\frac{x^2}{2}\Bigr)+\cdots .
\end{align}
With $\cos^2\theta=(1+\cos2\theta)/2=1-x^2/2+\cdots$, the shifts are
\begin{align}
\Delta g_\perp&=-2x-\Bigl(1+\frac{g_e}{2}\Bigr)x^2+\cdots,\label{perpseries}\\
\Delta g_\parallel&=-(g_e-1)x^2+\cdots .\label{parseries}
\end{align}
The linear terms agree with the sum over states. For $g_e=2$ the quadratic coefficients are $-2$ and $-1$.

Q: Do the quadratic terms have a physical meaning?

A: In $\Delta g_\perp$ they have two origins. Spin--orbit coupling lowers the admixed state $|1\beta\rangle$ by $\zeta/2$, so the gap in the linear formula becomes $\Delta-\zeta/2$:
\begin{equation}
-\frac{2\zeta}{\Delta-\zeta/2}=-2x\Bigl(1+\frac x2+\cdots\Bigr)=-2x-x^2+\cdots .
\end{equation}
That accounts for the first part. The second, $-g_ex^2/2$, is a loss of spin moment: a fraction $\sin^2\theta\approx x^2/2$ of the electron has moved to a state that does not contribute to $\langle+|s_x|-\rangle$.

For a parallel field the admixed fraction has the opposite spin. This changes $g_\parallel$ by $-2g_e\sin^2\theta\approx-g_ex^2$. Its orbital moment adds $2\sin^2\theta\approx x^2$. The sum is $-(g_e-1)x^2$, as in \eqref{parseries}. The linear formula therefore misses the whole parallel shift.

Q: At what coupling should I stop trusting the linear formula?

A: Define its relative error as the missing part of $\Delta g_\perp$ divided by the exact $\Delta g_\perp$. By \eqref{perpseries},
\begin{equation}
1-\frac{-2x}{\Delta g_\perp}=\frac12\Bigl(1+\frac{g_e}{2}\Bigr)x+O(x^2)\approx x .
\end{equation}
As a first estimate, then, the relative error equals the coupling ratio. The full expression first reaches an error of 10\% at $x=0.1175$, slightly later than this estimate suggests. For $g_\parallel$ no such threshold exists, since the linear shift is zero and misses all of the exact shift at any nonzero $x$.

Q: If the linear term is insufficient, add the quadratic term, then the cubic one, and continue. Would that not repair it?

A: For small enough $x$ it would. The series has a definite limit, which can be found from the generating function of the Legendre polynomials,
\begin{equation}
\frac1{\sqrt{1-2tu+u^2}}=\sum_{n=0}^\infty P_n(t)u^n .
\end{equation}
With $u=3x/2$ and $t=1/3$ the square root is $R$, because $2tu=x$ and $u^2=9x^2/4$. Hence
\begin{equation}
\frac1R=\sum_{n=0}^\infty P_n\!\left(\tfrac13\right)\left(\frac{3x}{2}\right)^n .
\end{equation}
The nearest singularities are the zeros of $R^2$,
\begin{equation}
x=\frac{1\pm\sqrt{1-9}}{9/2}=\frac29\bigl(1\pm2\sqrt2\,i\bigr),\qquad
|x|=\frac29\sqrt{1+8}=\frac23 .
\end{equation}
In both $g$ factors $1/R$ is multiplied by a linear function of $x$ with real coefficients. Such a function cannot vanish at these complex points, so the singularities remain. The series in $\zeta$ converges for $\zeta<2\Delta/3$ and diverges for $\zeta>2\Delta/3$.

The tests with about 80 terms show both sides. At $x=0.5$ the series reproduces $g_\perp$ to $7\times10^{-12}$. At $x=0.8$ it is wrong by about $10^5$.

Q: Does something dramatic happen to the molecule at $\zeta=2\Delta/3$?

A: No. For real $x$, $R^2=(1-x/2)^2+2x^2$ is positive, since its two squares cannot vanish together. The $g$ factors pass smoothly through this value. The two eigenvalues of the block differ by $\Delta R$ and meet at complex $x$; a power series about zero is limited by those points although no real coupling reaches them.

Q: Where do the exact values go when spin--orbit coupling dominates?

A: For $x\to\infty$, $R\to3x/2$. Thus $\cos2\theta\to-1/3$, $\sin2\theta\to2\sqrt2/3$ and $\cos^2\theta\to1/3$. Then
\begin{align}
g_\parallel&\to1-\frac{g_e-1}{3}=\frac{4-g_e}{3},\\
g_\perp&\to\frac{g_e}{3}-\frac43=-\frac{4-g_e}{3}.
\end{align}
The common magnitude is $0.666$. This equality is required: when the field splitting $\Delta$ is negligible the atom has no preferred direction, and its lowest level is the isotropic $j=1/2$ doublet.

Q: But you found opposite signs. How can that be isotropic?

A: The sign of $g_\perp$ by itself depends on a phase. Replacing $|-\rangle$ by $-|-\rangle$ reverses both perpendicular components and leaves $g_\parallel$ alone. The level splitting depends on $|g_\perp|$. The determinant $g_\parallel g_\perp^2$ is also unaffected by the phase, and it is positive here. I keep the phase fixed so that $g_\perp$ starts at $+g_e$ and varies continuously.

A short scan shows the whole behaviour:
\begin{center}
\begin{tabular}{rccc}
$x$ & $g_\parallel$ & $g_\perp$ & $g_\perp$, linear\\
0.1 & 1.991 & 1.783 & 1.802\\
0.3 & 1.897 & 1.265 & 1.402\\
0.5 & 1.729 & 0.759 & 1.002\\
1.0 & 1.334 & 0.002 & 0.002\\
2.0 & 1.000 & $-0.413$ & $-1.998$\\
10.0 & 0.727 & $-0.632$ & $-17.998$
\end{tabular}
\end{center}

Q: At $x=1$ the linear formula looks excellent. Does it recover at strong coupling?

A: It crosses the exact curve there. At $x=1$, $R=3/2$, so $\cos^2\theta=2/3$ and $\sin2\theta=2\sqrt2/3$. Equation \eqref{gperp} gives $g_\perp=(2g_e-4)/3$, which is zero for $g_e=2$. The linear value $g_e-2$ is also zero for $g_e=2$. With the actual $g_e$ the crossing is at $x=1.0007$.

The agreement does not extend to the other component: $g_\parallel$ is $1.334$, while the linear formula gives $2.002$. It also fades away from the crossing: going down from $x=1$, the relative error of the linear $\Delta g_\perp$ reaches 10\% at $x=0.80$. Below the crossing the linear $g_\perp$ is too large by up to $0.255$, at $x=0.586$. Above it the linear value soon becomes far too negative. Agreement for one component at one coupling is thus no evidence that linearity holds.

Q: Now put the atoms in. Do the heavy ones really leave the linear range?

A: Place each atom of the first half in the same field, with the round value $\Delta=0.050$ hartree, or $10974\ \mathrm{cm}^{-1}$. The $p$ orbitals are kept pure. These are model centres and do not represent particular compounds. For thallium $\zeta=0.0117$ hartree, so
\begin{equation}
x=\frac{0.01170}{0.050}=0.2340 .
\end{equation}
The steps to $g$ are
\begin{align}
R&=\sqrt{1-0.2340+2.25(0.2340)^2}=0.943,\\
\cos2\theta&=\frac{1-0.1170}{0.943}=0.9364,\qquad
\sin2\theta=\frac{1.414\times0.2340}{0.943}=0.351,\\
\cos^2\theta&=\frac{1+0.936}{2}=0.968 .
\end{align}
About 3\% of the electron has left $p_z$. From \eqref{gperp},
\begin{equation}
g_\perp=2.0023\times0.968-1.414\times0.351=1.442,
\end{equation}
or $\Delta g_\perp=-0.560$. The linear formula gives $-2\times0.2340=-0.468$. It misses $0.092$, which is 16\% of the exact shift. From \eqref{gpar},
\begin{equation}
g_\parallel=1+1.0023\times0.9364=1.9386,
\end{equation}
so $\Delta g_\parallel=-0.064$, where the linear formula has zero.

The series of atoms in this common field is
\begin{center}
\begin{tabular}{lcccc}
 & $x$ & $\Delta g_\perp$ & linear & error (\%)\\
B & 0.00012 & $-0.00024$ & $-0.00024$ & 0.01\\
Al & 0.0015 & $-0.0031$ & $-0.0031$ & 0.15\\
Ga & 0.039 & $-0.0806$ & $-0.0776$ & 3.7\\
In & 0.045 & $-0.0930$ & $-0.0890$ & 4.2\\
Tl & 0.234 & $-0.560$ & $-0.468$ & 16
\end{tabular}
\end{center}
The errors are relative to the exact $\Delta g_\perp$ of the model. They use the model $\zeta$, which is too small for every atom. With $\zeta$ taken from the measured splitting, indium would have $x\approx0.134$ and an error of about 11\% at the same gap.

Q: So the failure is a matter of atomic number?

A: It is a matter of $\zeta/\Delta$. Atomic number enters through $\zeta$. With the thallium value, the 10\% limit $x=0.1175$ corresponds to
\begin{equation}
\Delta=\frac{0.01170}{0.1175}=0.0996\ \text{hartree}.
\end{equation}
With this model $\zeta$, a larger gap would make the linear $\Delta g_\perp$ better than 10\%, even for this heavy atom. For indium the same limit is reached at $\Delta=0.002226/0.1175=0.0189$ hartree, so a lighter atom can fail in a weak enough field. Both gaps scale with $\zeta$; with $\zeta$ from the measured splittings they become about $0.20$ hartree for thallium and $0.057$ hartree for indium.

Q: How far do you trust your thallium $\zeta$?

A: As an order of magnitude. It is about $2570\ \mathrm{cm}^{-1}$ in this potential. In a free atom $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$, which is $\tfrac12$ for $j=3/2$ and $-1$ for $j=1/2$. The splitting is therefore $3\zeta/2$, or about $3900\ \mathrm{cm}^{-1}$. The measured splitting is roughly $8000\ \mathrm{cm}^{-1}$, about twice as large. The calculation uses a statistical potential and a non-relativistic orbital, and it does not separate the effects of these two approximations.

Doubling $\zeta$ at the same gap would put $x$ near $0.5$. There the scan gives $\Delta g_\perp=0.759-2.002=-1.243$, against $-1.000$ from the linear formula, an error of about 20\% of the exact shift. The conclusion that this centre lies outside the linear range does not depend on the low value of $\zeta$.

Q: What should replace the linear formula when $\zeta/\Delta$ is not small?

A: Include spin--orbit coupling when the orbitals themselves are determined, then evaluate the Zeeman operator in the resulting Kramers pair. The two-state block did this for one $p$ shell. In a larger independent-electron calculation the same procedure is to diagonalize the one-electron Hamiltonian with $\sum_bh_bs_b$ included and take the matrix of $\mathbf l+g_e\mathbf s$ in the half-filled pair. This removes the expansion in $\zeta$. It does not restore the magnetic terms omitted at the start, and the quality of $\zeta$ still rests on the orbital and the potential close to the nucleus.

\section*{Numbers as computed}
\begin{verbatim}
free-electron g_e = 2.002319
fine-structure constant = 0.00729735
Fock-space test: largest |dg_ab| per SO unit = 1.3524
Fock-space test: largest deviation = 2.4e-06
g_perp Taylor coefficients: x -2.0000, x^2 -2.0012
g_par Taylor coefficients: x 0.0000, x^2 -1.0023
series error, about 80 terms, x=0.5: 7.2e-12
series error, about 80 terms, x=0.8: 9.7e+04
linear dg_perp 10% too small at x = 0.1175
largest gap below crossing: 0.2553 at x = 0.5865
accidental crossing at x = 1.0007
scan: x, g_par exact, g_perp exact, g_perp linear
    0.1   1.9914   1.7832    1.8023
    0.3   1.8968   1.2654    1.4023
    0.5   1.7293   0.7595    1.0023
    1.0   1.3341   0.0015    0.0023
    2.0   1.0000  -0.4131   -1.9977
   10.0   0.7272  -0.6321  -17.9977
strong coupling: |g_par| 0.6659, |g_perp| 0.6659
model gap = 0.050 hartree = 10974 cm^-1
atom, Z, n, E_np (hartree), zeta (millihartree)
  B    5 2   -0.1315     0.0061
  Al  13 3   -0.1179     0.0765
  Ga  31 4   -0.1460     1.9407
  In  49 5   -0.1185     2.2262
  Tl  81 6   -0.1321    11.6993
atom, radius holding 90% of zeta (bohr), electron fraction inside
  B    1.7547    0.05767
  Al   0.3367    0.00143
  Ga   0.1178    0.00061
  In   0.0707    0.00009
  Tl   0.0409    0.00006
atom, x, dg_perp exact, dg_perp linear, dg_par exact
  B   0.00012  -0.00024  -0.00024  -0.000000
  Al  0.00153  -0.00306  -0.00306  -0.000002
  Ga  0.03881  -0.08061  -0.07763  -0.001567
  In  0.04452  -0.09296  -0.08905  -0.002072
  Tl  0.23399  -0.55994  -0.46797  -0.063741
atom, shortfall of linear dg_perp (%), p_z weight
  B     0.01   1.00000
  Al    0.15   1.00000
  Ga    3.69   0.99922
  In    4.21   0.99897
  Tl   16.42   0.96820
zeta of Tl = 2568 cm^-1
\end{verbatim}
